# Thomas-Fermi screening in the Cowley-Sze model of Schottky-barrier pinning, part 2

How strongly does the barrier $\Phi_B$ of a metal-semiconductor contact follow the metal's work function $\Phi_m$? The metal fills $x<0$, a charge-free layer of permittivity $\varepsilon_i$ fills $0<x<d$, and an n-type semiconductor of affinity $\chi$ begins at $x=d$. $\Phi_B$ runs from the metal's Fermi level up to the conduction-band edge at $x=d$. Interface states there, with density $D_s$ per area and energy, are neutral when filled to $\Phi_{CNL}$ below that edge.

Equations are in SI units, $e>0$ is the elementary charge and $\varepsilon_0$ the vacuum permittivity. The potential $V$ is zero deep in the metal, and $\rho$ is the charge density. With $\sigma$ the charge per area on the semiconductor side and $Q_{ss}$ that of the interface states,

$$\Phi_B=\Phi_m-\chi-eV(d), \tag{1}$$

$$Q_{ss}=eD_s(\Phi_B-\Phi_{CNL}), \tag{2}$$

$$V(d)=\frac{\sigma}{C},\qquad\frac1C=\frac{d}{\varepsilon_i}+\frac{\lambda}{\varepsilon_m}. \tag{9}$$

The metal is a local electron gas confined to $x<0$, with background permittivity $\varepsilon_m$, kinetic Fermi energy $E_F$ and electron density $n$, which is $n_0$ in the bulk:

$$n(x)=n_0\left(1+\frac{eV(x)}{E_F}\right)^{3/2}. \tag{5}$$

Its density of states is $N_F=3n_0/(2E_F)$ and its screening length $\lambda=\sqrt{\varepsilon_m/(e^2N_F)}$. Linear screening gives

$$V(0)=\frac{\sigma\lambda}{\varepsilon_m}. \tag{7}$$

For any localized charge profile in a uniform $\varepsilon_m$,

$$\int_{-\infty}^0x\rho\,dx=-\varepsilon_m\int_{-\infty}^0xV''dx=-\varepsilon_m\Big[xV'\Big]_{-\infty}^{0}+\varepsilon_m\int_{-\infty}^0V'dx=\varepsilon_mV(0). \tag{8}$$

Without depletion charge, $\sigma=Q_{ss}$ and

$$\boxed{\;\Phi_B=S(\Phi_m-\chi)+(1-S)\Phi_{CNL},\qquad\frac1S=1+e^2D_s\left(\frac{d}{\varepsilon_i}+\frac{\lambda}{\varepsilon_m}\right)\;} \tag{10}$$

Equivalently, $\Phi_B-\Phi_{CNL}=S\,\Delta$ with the mismatch $\Delta=\Phi_m-\chi-\Phi_{CNL}$. A small pinning factor $S$ means strong pinning. A perfect metal has $\lambda=0$ and pinning factor $S_0$. The equivalent thickness of a layer with permittivity $\varepsilon_i$ is $d+(\varepsilon_i/\varepsilon_m)\lambda$.

### A metallic silicide on n-type silicon

The inputs are rough typical values: $\chi=4.05$ eV, band gap 1.12 eV and neutrality level 0.36 eV above the valence edge. Hence $\Phi_{CNL}=1.12-0.36=0.76$ eV. The layer has $d=0.25$ nm and $\varepsilon_i=2\varepsilon_0$. The metal has $n_0=3\times10^{22}\ \mathrm{cm^{-3}}$ and $\varepsilon_m=\varepsilon_0$. The interface density is $D_s=10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$, or $1\ \mathrm{nm^{-2}\,eV^{-1}}$.

With charge counted in units of $e$, $\varepsilon_0=0.05526\ e/(\mathrm{V\,nm})$. The electron gas has $E_F=3.521$ eV and $N_F=12.78\ \mathrm{nm^{-3}\,eV^{-1}}$, so

$$\lambda=\sqrt{\frac{0.05526}{12.78}}\ \mathrm{nm}=0.0658\ \mathrm{nm}.$$

The two terms in $1/S$ are

$$\frac{e^2D_sd}{\varepsilon_i}=\frac{0.25}{2\times0.05526}=2.262,\qquad\frac{e^2D_s\lambda}{\varepsilon_m}=\frac{0.0658}{0.05526}\approx1.190 .$$

Hence

$$S_0=\frac1{3.262}=0.307,\qquad S=\frac1{4.452}=0.225 .$$

The screening length is about a quarter of $d$, but its term is about half the layer term, because the metal background has half the layer's permittivity. The equivalent thickness is $0.25+2\times0.0658\approx0.38$ nm. Without a layer the model gives $S=1/2.190=0.457$. This value depends on the states lying in a plane. If the same $D_s$ decays exponentially over an assumed 0.3 nm into silicon of permittivity $11.7\varepsilon_0$, a perfect metal without a layer already gives $S=0.66$, and the screening metal gives 0.33.

For $\Phi_m=5.0$ eV the mismatch is $\Delta=5.0-4.05-0.76=0.19$ eV, and

$$\Phi_B=0.76+0.2246\times0.19=0.803\ \mathrm{eV}.$$

The perfect metal gives 0.818 eV. For a comparison metal with $\Phi_m=4.0$ eV and otherwise the same parameters, $\Delta=-0.81$ eV and $\Phi_B=0.578$ eV, against 0.512 eV for the perfect metal. Screening lowers the first barrier and raises the second: both move towards 0.76 eV. What falls is the sensitivity to the work function, not the barrier as such.

For $\Phi_m=5.0$ eV, $\sigma=0.0427\ e/\mathrm{nm^2}$, or $0.684\ \mathrm{\mu C/cm^2}$. The metal takes 0.0508 V and the layer 0.0965 V. Their sum, 0.147 V, is the difference between $\Phi_m-\chi=0.95$ eV and the barrier, as the alignment requires. The layer field is 3.86 MV/cm, but an electron crossing the layer gains less than 0.1 eV from it.

### Different metals do not share one line

The slope $d\Phi_B/d\Phi_m$ equals $S$ if $D_s$, $d$, $\varepsilon_i$, $\varepsilon_m$ and $\lambda$ stay fixed. Metals with different electron densities lie on different lines, which cross at $\Delta=0$. With the other parameters fixed, $n_0=10^{23}\ \mathrm{cm^{-3}}$ gives $\lambda=0.0538$ nm and $S=0.236$, while $10^{22}\ \mathrm{cm^{-3}}$ gives 0.0790 nm and 0.213.

Give the denser metal $\Phi_m=4.0$ eV and the more dilute one 5.0 eV. Their barriers are $0.76-0.2361\times0.81=0.569$ eV and $0.76+0.2132\times0.19=0.801$ eV. The slope through these two points is 0.232, which is the pinning factor of neither metal.

### How good is linear screening?

The nonlinear density (5) can be treated one order further. Multiply $\varepsilon_mV''=e(n-n_0)$ by $V'$ and integrate from deep in the metal to the surface:

$$\frac{\varepsilon_m}{2}V'(0)^2=e\int_0^{V(0)}(n-n_0)\,dV .$$

Let $v=eV(0)/E_F$. Since $(1+s)^{3/2}-1=\tfrac32s+\tfrac38s^2+\dots$ and $dV=(E_F/e)\,ds$, the right side is

$$n_0E_F\left(\frac34v^2+\frac18v^3+\dots\right)=\frac34n_0E_Fv^2\left(1+\frac v6+\dots\right).$$

From $n_0=\tfrac23N_FE_F$, the prefactor equals $\tfrac12N_Fe^2V(0)^2$. Division by $\varepsilon_m/2$ gives

$$V'(0)^2=\frac{V(0)^2}{\lambda^2}\left(1+\frac v6+\dots\right).$$

The surface condition is $\sigma=\varepsilon_mV'(0)$. Taking the root with the sign of $V(0)$, and then solving for $V(0)$ to the same order,

$$\sigma=\frac{\varepsilon_mV(0)}\lambda\left(1+\frac v{12}\right)\quad\Rightarrow\quad V(0)\approx\frac{\sigma\lambda}{\varepsilon_m}-\frac{eV(0)^2}{12E_F}.$$

The correction lowers $V(0)$ for either sign of the charge. If $V(d)$ falls by $\delta$ at given $\sigma$, the barrier equation reads $(1+u)\Phi_B=\Phi_m-\chi+u\Phi_{CNL}+e\delta$, with $u=e^2D_s/C$. So

$$\delta\Phi_B\approx S\,\frac{[eV(0)]^2}{12E_F}.$$

For $\Phi_m=5.0$ eV this is $0.2246\times0.0508^2/(12\times3.521)$ eV, or 0.01 meV. For 4.0 eV, $eV(0)=-0.182\times1.190=-0.217$ eV and the shift is 0.25 meV. A numerical solution of Poisson's equation with the full density (5) gives the same two shifts to the digits quoted. The correction is quadratic in the charge and leaves the slope at $\Delta=0$ unchanged. The same numerical solution, with the work function moved by 0.005 eV to either side of the neutral value 4.81 eV, gives a slope of 0.2246, equal to the formula.

This agreement supports the linearization, not the local electron gas itself. A local description needs a potential that varies slowly over $1/k_F$. Here $k_F=(3\pi^2n_0)^{1/3}=9.6\ \mathrm{nm^{-1}}$, so $1/k_F=0.10$ nm, which is longer than $\lambda$. The Thomas-Fermi number therefore gives only the order of magnitude of the metal's contribution. Even for electrons confined to $x<0$, wave functions that vanish at the wall keep the screening charge away from it by a distance of order $1/k_F$, which the local model omits. A self-consistent quantum calculation for this density, with a hard wall at the edge of the background, puts the centroid 0.12 nm behind the wall in the Hartree approximation and 0.11 nm with local exchange and correlation. These give $S\approx0.18$ to $0.19$ in place of 0.225.

### Electrons that spill out of the metal

The assumption that electrons stay in $x<0$ decides the sign of the correction. Let part of the induced charge lie in the layer, at $0<x<d$. Equation (8) still gives $V(0)$ from the charge at $x<0$. In the layer, the displacement at $x$ is the charge per area to the left of $x$; call it $q(x)$, with $q(d)=-\sigma$ and $q'=\rho$. Integration by parts gives

$$V(d)-V(0)=-\frac1{\varepsilon_i}\int_0^dq\,dx=\frac1{\varepsilon_i}\left(\sigma d+\int_0^dx\rho\,dx\right).$$

Adding $V(0)$ and dividing by $\sigma$,

$$\frac1C=\frac d{\varepsilon_i}+\frac1\sigma\left[\frac1{\varepsilon_m}\int_{-\infty}^0x\rho\,dx+\frac1{\varepsilon_i}\int_0^dx\rho\,dx\right]. \tag{12}$$

The total induced charge is $-\sigma$, though its density may oscillate in sign. Induced charge of the sign opposite to $\sigma$ increases $1/C$ where it lies at $x<0$ and decreases $1/C$ where it lies at $x>0$. If the bracket in (12), divided by $\sigma$, is negative, the metal's response raises $S$ above $S_0$. This is the usual case for a jellium metal facing vacuum, where the induced charge is centred outside the edge of the positive background. If $d$ is measured from that edge, the correction then has the opposite sign to the one in (10). As an illustration, put all the induced charge in the layer with its centroid at an assumed $x=0.05$ nm. Then $1/C=(0.25-0.05)\ \mathrm{nm}/\varepsilon_i$ and $S=0.356$, above the perfect-metal value 0.307. For jellium of this density facing vacuum, a local-density calculation puts the centroid about 0.07 nm outside the edge, which used in the same way gives $S\approx0.38$.

The claim that screening lowers the pinning factor thus holds for a metal whose electrons end at the plane from which $d$ is measured. If the induced charge lies in the layer and $d$ is instead measured from its centroid, the image plane, the response is already contained in $d$. Adding $\lambda$ would then count it twice.

### Depletion charge

Ionized donors of density $N_d$ add a charge $Q_{sc}>0$, so $\sigma=Q_{ss}+Q_{sc}$. Gauss's law then gives the displacement in the layer as $-\sigma$ again, and the barrier equation becomes

$$(1+u)\Phi_B=\Phi_m-\chi+u\Phi_{CNL}-\frac{eQ_{sc}}C .$$

Dividing by $1+u=1/S$,

$$\Phi_B=S(\Phi_m-\chi)+(1-S)\Phi_{CNL}-S\frac{eQ_{sc}}C. \tag{13}$$

Let $\xi$ be the conduction-band edge minus the Fermi level in the bulk, $\varepsilon_s$ the semiconductor's permittivity and $W$ the depletion width. In the depletion approximation $Q_{sc}=eN_dW$, and two integrations of the uniform charge give the band bending $\Phi_B-\xi=e^2N_dW^2/(2\varepsilon_s)$. Eliminating $W$,

$$Q_{sc}=\sqrt{2\varepsilon_sN_d(\Phi_B-\xi)},\qquad\frac{dQ_{sc}}{d\Phi_B}=\frac{\varepsilon_sN_d}{Q_{sc}}=\frac{\varepsilon_s}{eW}.$$

Equation (13) is therefore implicit. Differentiating the barrier equation with respect to $\Phi_m$ gives

$$\frac{d\Phi_B}{d\Phi_m}=\frac1{1+(e^2D_s+\varepsilon_s/W)/C}. \tag{14}$$

The depletion capacitance adds to that of the interface states, since both charges respond to the same barrier.

I take $\varepsilon_s=11.7\varepsilon_0$ and find $\xi$ from the condition that the bulk electron density equals $N_d$, with Fermi-Dirac statistics at 300 K, an effective density of states of $2.9\times10^{19}\ \mathrm{cm^{-3}}$, full ionization and no gap narrowing. This gives $\xi=0.206$ eV at $N_d=10^{16}\ \mathrm{cm^{-3}}$ and $-0.062$ eV at $10^{20}\ \mathrm{cm^{-3}}$, where the Fermi level lies above the band edge. For $\Phi_m=5.0$ eV and $N_d=10^{16}\ \mathrm{cm^{-3}}$, $W=277$ nm, the barrier falls by 2.1 meV, and the slope is 0.224. At $10^{20}\ \mathrm{cm^{-3}}$, $W=2.88$ nm, the barrier falls by 223 meV to 0.579 eV, and the slope is 0.191. The values at the higher doping are estimates. Keeping the degenerate electrons at the edge of the depletion region in Poisson's equation changes the fall from 223 to 217 meV. Moreover the mean donor spacing, $N_d^{-1/3}\approx2.2$ nm, is close to $W$, so the donors hardly form a smooth charge. Equation (10) suits light doping; at contact doping the donor charge must be kept.

### Setting the model beside real silicide contacts

A work function near 5 eV is a rough value for platinum silicide, whose barrier on n-type silicon is roughly 0.8 to 0.9 eV. The model's 0.80 eV is of that size, but with chosen $D_s$ and $d$ this tests neither the size nor the sign of the screening term. An intimate silicide contact has no separate layer, so $d$ stands for an effective separation of charge. The choice $\varepsilon_m=\varepsilon_0$ is an extreme, since it omits polarization of bound electrons; $\varepsilon_m=4\varepsilon_0$ at fixed $N_F$ gives $\lambda=0.13$ nm and $S=0.259$. Source and drain contacts break the assumption of light doping. In the example above, with $\Phi_m=5.0$ eV and $N_d=10^{20}\ \mathrm{cm^{-3}}$, the donor charge lowers the barrier by 0.22 eV; the amount depends on the doping and the work function, and through the factor $S/C$ in (13) on the chosen $D_s$, $d$ and $\lambda$.

The barrier felt by a current also differs from $\Phi_B$. An electron at distance $x$ from a conducting plane has image energy $-e^2/(16\pi\varepsilon_sx)$. Together with $-eFx$ from a field of strength $F$, this lowers the barrier top by $\sqrt{e^3F/(4\pi\varepsilon_s)}$: 23 meV at $10^{16}\ \mathrm{cm^{-3}}$. At $10^{20}\ \mathrm{cm^{-3}}$ the formula gives 234 meV, with the maximum at about 0.26 nm, where a continuum image force is no longer reliable. Both numbers are for silicon touching a perfect conductor. With the layer, the screening metal and interface states that follow the electron, the continuum value at $10^{16}\ \mathrm{cm^{-3}}$ is 21 meV. If the states do not follow, the layer of low permittivity largely cancels the attraction near the interface and the formula does not apply.

Tunnelling through the depletion barrier matters as well. For band bending $\Phi_b$, the barrier seen at the bulk band edge is $\Phi_b(1-x/W)^2$. The semiclassical exponent for effective mass $m^*$ is

$$\frac{2\sqrt{2m^*\Phi_b}}\hbar\int_0^W\left(1-\frac xW\right)dx=\frac{\sqrt{2m^*\Phi_b}\,W}\hbar=\frac{\Phi_b}{E_{00}},\qquad E_{00}=\frac{e\hbar}2\sqrt{\frac{N_d}{m^*\varepsilon_s}},$$

where $W=\sqrt{2\varepsilon_s\Phi_b/(e^2N_d)}$ was used. With $m^*=0.19$ electron masses, silicon's light transverse mass, $E_{00}$ is 1.25 meV at $10^{16}\ \mathrm{cm^{-3}}$ and 125 meV at $10^{20}\ \mathrm{cm^{-3}}$. This mass applies to four of the six valleys at a (100) face; at a (111) face the mass along the normal is about 0.26 and the second value becomes 107 meV. The thermal energy at 300 K is 25.9 meV. In the first case the current is carried by thermally excited electrons that cross above the barrier top or slightly below it. In the second it is carried by tunnelling far below the top, and $\Phi_B$ alone no longer describes the contact.

## Values computed for the example and the checks

```
Affinity 4.05 eV, gap 1.12 eV
Neutrality level above valence edge 0.36 eV
Neutrality level below conduction edge 0.76 eV
Interface states 1.0e+14 cm^-2 eV^-1
Layer thickness 0.25 nm
Relative permittivities: layer 2.0, metal 1.0, semiconductor 11.7
Vacuum permittivity 0.05526 e/(V nm)
Metal electron density 3.0e+22 cm^-3
Metal Fermi energy 3.521 eV
Metal density of states 12.78 nm^-3 eV^-1
Screening length 0.0658 nm
Equivalent layer thickness 0.3815 nm
Layer term in 1/S 2.262
Metal term in 1/S 1.190
S, perfect metal 0.3066
S, Thomas-Fermi metal 0.2246
Slope of nonlinear solver at neutrality 0.2246
S without any layer 0.4567
Work function 5.0 eV: barrier perfect metal 0.8182 eV, Thomas-Fermi 0.8027 eV
Work function 4.0 eV: barrier perfect metal 0.5117 eV, Thomas-Fermi 0.5780 eV
Interface charge at 5.0 eV 0.0427 e/nm^2 = 0.684 uC/cm^2
Drop in metal 0.0508 V, in layer 0.0965 V
Layer field 3.86 MV/cm
Centroid of metal charge (solver) -0.0658 nm
Metal density 1e+23 cm^-3: screening length 0.0538 nm, S 0.2361
Metal density 1e+22 cm^-3: screening length 0.0790 nm, S 0.2132
Nonlinear screening shifts barrier: at 5.0 eV 0.01 meV, at 4.0 eV 0.25 meV
Metal permittivity 4: screening length 0.1315 nm, S 0.2593
Charge centroid 0.05 nm outside metal: S 0.3559
Doping 1e+16 cm^-3:
  band edge minus Fermi level in bulk 0.206 eV
  barrier at 5.0 eV 0.8005 eV, shift -2.1 meV
  depletion width 277.25 nm, slope 0.2242
  semiconductor field 0.043 MV/cm, image lowering 23 meV
  tunnelling energy E00 1.25 meV
Doping 1e+20 cm^-3:
  band edge minus Fermi level in bulk -0.062 eV
  barrier at 5.0 eV 0.5794 eV, shift -223.3 meV
  depletion width 2.88 nm, slope 0.1913
  semiconductor field 4.455 MV/cm, image lowering 234 meV
  tunnelling energy E00 124.53 meV
Thermal energy at 300 K 25.85 meV
Layer tunnelling factor (5 eV barrier) 3.3e-03
Thermal change of interface charge 1.2e-07 e/nm^2
Relative thermal correction in metal, order 4e-05
```
